# Neutron Spin-Incoherent Scattering from Hyperfine-Split Nuclei, with a Cobalt Estimate: a program that tests the result

```python
"""Spin-incoherent neutron scattering by nuclei with hyperfine-split levels.

Result under test: nuclear levels E_m = -Delta*m (m = -I..I) give an elastic
line and two satellites at neutron energy transfer +Delta (loss) and -Delta
(gain).  In units of 4 pi C^2, C = (b_plus - b_minus)/(2I+1), and without k'/k:
    elastic = <m^2> - <m>^2
    loss    = (1-P)/2 * (I(I+1) - <m^2> + <m>)
    gain    = (1+P)/2 * (I(I+1) - <m^2> - <m>)
P is the beam polarization along the field, x = Delta/(k_B T), and b_plus and
b_minus are scattering lengths for total spin I+1/2 and I-1/2.
For P = 0 and x -> 0 each line has one third of 4 pi C^2 I(I+1).
"""
import numpy as np
from scipy import constants as const


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    sx = (raising + raising.T) / 2
    sy = (raising - raising.T) / 2j
    return m, [sx.astype(complex), sy, np.diag(m).astype(complex)]


def length_operator(spin, b_plus, b_minus):
    """Scattering length operator from eigenvectors of the total spin."""
    _, nuclear = spin_matrices(spin)
    _, neutron = spin_matrices(0.5)
    dim = len(nuclear[0])
    total = [np.kron(s, np.eye(dim)) + np.kron(np.eye(2), n)
             for s, n in zip(neutron, nuclear)]
    values, vectors = np.linalg.eigh(sum(j @ j for j in total))
    border = (spin + 0.5) ** 2   # lies between the two values of J(J+1)
    lengths = np.where(values > border, b_plus, b_minus)
    return (vectors * lengths) @ vectors.conj().T


def two_nucleus_lines(spin, b_plus, b_minus, x, polarization=0.0, phase=-1):
    """Half the summed transition probability of two nuclei, by energy.

    phase=-1 gives self minus pair terms, which is the incoherent part.
    Returned order: elastic, neutron loss, neutron gain.
    """
    m, _ = spin_matrices(spin)
    dim = len(m)
    b = length_operator(spin, b_plus, b_minus).reshape(2, dim, 2, dim)
    one = np.eye(dim)
    amplitude = (np.einsum('abcd,ef->abecdf', b, one)
                 + phase * np.einsum('aecf,bd->abecdf', b, one))
    p = np.exp(x * (m - spin))
    p /= p.sum()
    p_neutron = np.array([1 + polarization, 1 - polarization]) / 2
    weight = np.einsum('c,d,f->cdf', p_neutron, p, p)
    strength = np.abs(amplitude) ** 2 * weight[None, None, None]
    m_sum = m[:, None] + m[None, :]
    transfer = (m_sum[None, None, None, :, :]
                - m_sum[:, :, None, None, None])
    by_levels = strength.sum(axis=(0, 3))
    transfer = transfer.reshape(dim, dim, dim, dim)
    return np.array([by_levels[np.abs(transfer - k) < 1e-9].sum() / 2
                     for k in (0, 1, -1)])


def derived_lines(spin, b_plus, b_minus, x, polarization=0.0):
    """Derived formula with closed thermal averages of m."""
    h = spin + 0.5
    mean = h / np.tanh(h * x) - 0.5 / np.tanh(x / 2)
    variance = 0.25 / np.sinh(x / 2) ** 2 - h ** 2 / np.sinh(h * x) ** 2
    square = variance + mean ** 2
    full = spin * (spin + 1)
    c = (b_plus - b_minus) / (2 * spin + 1)
    return c ** 2 * np.array([
        variance,
        (1 - polarization) / 2 * (full - square + mean),
        (1 + polarization) / 2 * (full - square - mean)])


def hot_spectrum(spin, hamiltonian):
    """Infinite-temperature fractions and number of distinct loss lines."""
    _, nuclear = spin_matrices(spin)
    energy, vectors = np.linalg.eigh(hamiltonian)
    strength = sum(np.abs(vectors.conj().T @ s @ vectors) ** 2
                   for s in nuclear)
    strength /= len(energy) * spin * (spin + 1)
    gap = energy[:, None] - energy[None, :]   # final minus initial
    tol = 1e-8
    fractions = np.array([strength[np.abs(gap) < tol].sum(),
                          strength[gap > tol].sum(),
                          strength[gap < -tol].sum()])
    active = gap[(gap > tol) & (strength > 1e-10)]
    return fractions, len(np.unique(np.round(active, 7)))


# --- Tests of the line strengths against explicit transition sums ---
bp, bm = 3.0, -4.0   # arbitrary test lengths in fm
worst = 0.0
for spin in (0.5, 1.5, 3.5):
    for x in (0.05, 0.7, 2.5):
        for pol in (0.0, 0.6, -1.0):
            explicit = two_nucleus_lines(spin, bp, bm, x, pol)
            derived = derived_lines(spin, bp, bm, x, pol)
            worst = max(worst, np.max(np.abs(explicit - derived)))
        plain = two_nucleus_lines(spin, bp, bm, x)
        in_phase = two_nucleus_lines(spin, bp, bm, x, phase=1)
        assert np.allclose(plain[1:], in_phase[1:], atol=1e-10)
        assert abs(plain[0] - in_phase[0]) > 1e-3
        assert np.isclose(plain[2] / plain[1], np.exp(-x), rtol=1e-9)
    # High-temperature thirds of the statistical variance of the length
    w_plus = (spin + 1) / (2 * spin + 1)
    variance_b = (w_plus * bp ** 2 + (1 - w_plus) * bm ** 2
                  - (w_plus * bp + (1 - w_plus) * bm) ** 2)
    hot = two_nucleus_lines(spin, bp, bm, 0.0)
    assert np.allclose(hot, variance_b / 3, rtol=1e-10)
assert worst < 1e-9

# First-order satellite corrections, including k'/k
I_co = 3.5
unit_b = (2 * I_co + 1) / np.sqrt(I_co * (I_co + 1))  # total strength one
x_small, ratio = 1e-3, 4e-4   # Delta/(k_B T) and Delta/E
small = two_nucleus_lines(I_co, unit_b, 0.0, x_small)
for index, sign in ((1, 1), (2, -1)):
    exact_line = small[index] * np.sqrt(1 - sign * ratio)
    first_order = (1 + sign * x_small / 2 - sign * ratio / 2) / 3
    assert abs(exact_line - first_order) < 1e-6  # second-order remainder

# --- Dependence on the hyperfine Hamiltonian, energies in units of Delta ---
_, (Ix, Iy, Iz) = spin_matrices(I_co)
direction = np.array([0.36, 0.48, 0.8])
tilted = -(direction[0] * Ix + direction[1] * Iy + direction[2] * Iz)
assert np.allclose(np.diff(np.linalg.eigvalsh(tilted)), 1.0)
tilt_fractions, tilt_count = hot_spectrum(I_co, tilted)
assert np.allclose(tilt_fractions, 1 / 3) and tilt_count == 1
q_axial, q_cross = 0.05, 0.30
axial_fractions, axial_count = hot_spectrum(I_co, -Iz + q_axial * Iz @ Iz)
assert np.allclose(axial_fractions, 1 / 3)
assert axial_count == int(2 * I_co)
cross_fractions, _ = hot_spectrum(I_co, -Iz + q_cross * Ix @ Ix)
assert np.isclose(cross_fractions.sum(), 1)
assert cross_fractions[0] < 1 / 3 - 0.005

# --- Cobalt: rough measured sizes as inputs ---
moment_nm = 4.6      # nuclear magnetons, rough
field = 22.0         # tesla, rough
sigma_inc = 4.8      # barn, rough
wavelength = 6.0     # angstrom, chosen
delta_joule = moment_nm * const.physical_constants['nuclear magneton'][0]
delta_joule *= field / I_co
delta = delta_joule / const.e * 1e6
energy_joule = const.h ** 2 / (2 * const.m_n * (wavelength * 1e-10) ** 2)
delta_over_e = delta_joule / energy_joule

print("Cobalt nuclear spin I:", I_co)
print("Nuclear moment, rough input (nuclear magnetons):", moment_nm)
print("Hyperfine field, rough input (T):", field)
print("Spin-incoherent cross section, rough input (barn):", sigma_inc)
print(f"Level splitting Delta (micro-eV): {delta:.3f}")
print(f"Delta/h (MHz): {delta_joule / const.h / 1e6:.1f}")
print(f"Delta/k_B (mK): {delta_joule / const.k * 1e3:.2f}")
print(f"Full spread of levels 2*I*Delta (micro-eV): {2*I_co*delta:.2f}")
print("Line fractions of 4 pi C^2 I(I+1), without k'/k:")
for temperature in (300.0, 0.050, 0.010):
    x = delta_joule / (const.k * temperature)
    el, loss, gain = two_nucleus_lines(I_co, unit_b, 0.0, x)
    print(f" T = {temperature:g} K: Delta/(k_B T) = {x:.3e}")
    print(f"   elastic {el:.6f}, loss {loss:.6f}, gain {gain:.6f}")
    print(f"   sum {el + loss + gain:.6f}, gain/loss {gain / loss:.6f}")
    if temperature == 300.0:
        print("   cross section per line (barn): elastic "
              f"{el*sigma_inc:.2f}, loss {loss*sigma_inc:.2f}, "
              f"gain {gain*sigma_inc:.2f}")
print("Neutron wavelength (angstrom):", wavelength)
print(f"Incident energy (meV): {energy_joule / const.e * 1e3:.3f}")
print(f"k'/k for loss: {np.sqrt(1 - delta_over_e):.6f}")
print(f"k'/k for gain: {np.sqrt(1 + delta_over_e):.6f}")
print("Model quadrupole tests, I = 7/2, infinite temperature:")
print(f" axial term {q_axial} Delta Iz^2: elastic, loss, gain =",
      np.round(axial_fractions, 4))
print(" distinct lines in the loss satellite:", axial_count)
print(f" non-axial term {q_cross} Delta Ix^2: elastic, loss, gain =",
      np.round(cross_fractions, 4))
print(f"Largest deviation, explicit sum vs formula (fm^2): {worst:.1e}")
print("OK")
```

It prints:

```
Cobalt nuclear spin I: 3.5
Nuclear moment, rough input (nuclear magnetons): 4.6
Hyperfine field, rough input (T): 22.0
Spin-incoherent cross section, rough input (barn): 4.8
Level splitting Delta (micro-eV): 0.912
Delta/h (MHz): 220.4
Delta/k_B (mK): 10.58
Full spread of levels 2*I*Delta (micro-eV): 6.38
Line fractions of 4 pi C^2 I(I+1), without k'/k:
 T = 300 K: Delta/(k_B T) = 3.526e-05
   elastic 0.333333, loss 0.333339, gain 0.333327
   sum 1.000000, gain/loss 0.999965
   cross section per line (barn): elastic 1.60, loss 1.60, gain 1.60
 T = 0.05 K: Delta/(k_B T) = 2.116e-01
   elastic 0.289856, loss 0.353045, gain 0.285729
   sum 0.928629, gain/loss 0.809327
 T = 0.01 K: Delta/(k_B T) = 1.058e+00
   elastic 0.050880, loss 0.288856, gain 0.100300
   sum 0.440036, gain/loss 0.347232
Neutron wavelength (angstrom): 6.0
Incident energy (meV): 2.272
k'/k for loss: 0.999799
k'/k for gain: 1.000201
Model quadrupole tests, I = 7/2, infinite temperature:
 axial term 0.05 Delta Iz^2: elastic, loss, gain = [0.3333 0.3333 0.3333]
 distinct lines in the loss satellite: 7
 non-axial term 0.3 Delta Ix^2: elastic, loss, gain = [0.2513 0.3744 0.3744]
Largest deviation, explicit sum vs formula (fm^2): 2.3e-13
OK
```
